# Thermal orientation field of a polar nanoregion in a relaxor

## Problem

In a simple model of a relaxor, small polar regions are embedded in a nonpolar dielectric host. Take one such region to be a cube of edge $L=5$ nm with uniform polarization $P=0.3$ C/m$^2$, at $T=300$ K.

1. Estimate the applied field $E^*$ at which the dipole energy of the region equals the thermal energy $kT$.
2. The region sits in a polarizable medium and produces a strong field of its own. Show which field belongs in the dipole energy, and under what conditions.
3. How well is the region aligned at $E^*$? Compare a moment that rotates freely with one that can point only along or against the field.

The polarization is rigid: its magnitude does not depend on the field. The region does not interact with other regions, and static random fields are left out.

## Hints

**Hint 1.** A uniform polarization is a dipole moment per unit volume. As a check, replace the region by bound charges on two opposite faces.

**Hint 2.** For question 2, hold the electrode voltages fixed. Split the total field into the field that would exist without the spontaneous polarization and the remainder. The potential of the remainder vanishes on the electrodes, so integrations by parts leave no surface term there.

**Hint 3.** The energy of the region in its own field is quadratic in the polarization vector. Ask what cubic symmetry allows such a quadratic form to be.

**Hint 4.** For question 3, weight each direction with its Boltzmann factor. The ratio $x=pE/kT$ is the one parameter that enters.

## Full solution

### 1. The estimate

The moment is polarization times volume:

$$p=PL^3=0.3\times(5\times10^{-9})^3=3.75\times10^{-26}\ \text{C m}.$$

In a field $E$ at angle $\theta$ to the moment, the orientation energy is

$$U(\theta)=-pE\cos\theta .$$

Its magnitude for a parallel moment is $pE$. Setting this equal to $kT$ gives

$$PL^3E^*=kT\quad\Longrightarrow\quad E^*=\frac{kT}{PL^3}.$$

With $kT=1.381\times10^{-23}\times300=4.142\times10^{-21}$ J,

$$E^*=\frac{4.142\times10^{-21}}{3.75\times10^{-26}}\ \text{V/m}\approx 0.11\ \text{MV/m},$$

or about 1.1 kV/cm.

The bound charges give the same energy. The faces at $z=\pm L/2$ carry charges $\pm q$ with $q=PL^2=7.50\times10^{-18}$ C, which is 46.8 elementary charges. In the potential $\varphi=-Ez$ their energy is

$$U=q\left(-\frac{EL}{2}\right)+(-q)\left(+\frac{EL}{2}\right)=-qEL=-PL^3E .$$

At $E^*$ the voltage drop across the region is $E^*L=0.552$ mV. This is far below the 25.85 mV at which one elementary charge would gain $kT$, but 46.8 charges make up the difference: $46.8\times0.552\ \text{meV}\approx25.8$ meV.

The criterion contains a choice of factor. Reversing the moment from antiparallel to parallel changes the energy by $2pE$. Had the condition been that this difference equals $kT$, the field would be half as large, about 0.055 MV/m. The result is therefore a scale, and factors of two depend on the question asked.

The size matters most. For small relative changes,

$$\frac{\delta E^*}{E^*}=\frac{\delta T}{T}-\frac{\delta P}{P}-3\,\frac{\delta L}{L}.$$

For an edge of 4 nm the field is 0.22 MV/m, and for 6 nm it is 0.064 MV/m. An uncertainty of 1 nm in the edge thus shifts the answer by up to a factor of two.

### 2. Which field enters

Write the displacement as $\mathbf D=\varepsilon\mathbf E_{\rm tot}+\mathbf P$. Here $\mathbf P$ is the spontaneous polarization, nonzero inside the region, and $\varepsilon$ describes the linear response of the background.

The energy density $u$ changes by $du=\mathbf E_{\rm tot}\cdot d\mathbf D$. At fixed voltage the work done by the source must be included, so the suitable function is $g=u-\mathbf E_{\rm tot}\cdot\mathbf D$, with

$$dg=-\mathbf D\cdot d\mathbf E_{\rm tot}=-(\varepsilon\mathbf E_{\rm tot}+\mathbf P)\cdot d\mathbf E_{\rm tot}.$$

Integrating at fixed $\mathbf P$, and omitting a term that depends on $\mathbf P$ alone, gives the free energy

$$G=-\int\left(\tfrac12\varepsilon E_{\rm tot}^2+\mathbf P\cdot\mathbf E_{\rm tot}\right)dV .$$

The omitted term is the local cost of polarizing the material. It is constant if the magnitude of $\mathbf P$ is fixed and the crystal has no preferred directions. Crystal anisotropy would enter here.

Now put $\mathbf E_{\rm tot}=\mathbf E_0+\mathbf E_1$. The field $\mathbf E_0$ is the one present for $\mathbf P=0$ at the same voltages, so $\nabla\cdot(\varepsilon\mathbf E_0)=0$. The remainder is $\mathbf E_1=-\nabla\varphi_1$, with $\varphi_1=0$ on the electrodes. Since there is no free charge between the electrodes, $\nabla\cdot(\varepsilon\mathbf E_1+\mathbf P)=0$. Inserting the split,

$$G=-\tfrac12\int\varepsilon E_0^2\,dV-\int\varepsilon\mathbf E_0\cdot\mathbf E_1\,dV-\tfrac12\int\varepsilon E_1^2\,dV-\int\mathbf P\cdot\mathbf E_0\,dV-\int\mathbf P\cdot\mathbf E_1\,dV .$$

The second term vanishes after integration by parts:

$$\int\varepsilon\mathbf E_0\cdot\mathbf E_1\,dV=-\oint\varphi_1\varepsilon\mathbf E_0\cdot d\mathbf S+\int\varphi_1\nabla\cdot(\varepsilon\mathbf E_0)\,dV=0 .$$

The surface term is zero on the electrodes because $\varphi_1=0$ there. The side surfaces are taken to be far away or periodic, so they contribute nothing. The same argument with $\varepsilon\mathbf E_1+\mathbf P$ in place of $\varepsilon\mathbf E_0$ gives

$$\int(\varepsilon\mathbf E_1+\mathbf P)\cdot\mathbf E_1\,dV=0\quad\Longrightarrow\quad-\int\mathbf P\cdot\mathbf E_1\,dV=\int\varepsilon E_1^2\,dV .$$

The third and fifth terms therefore combine to $+\tfrac12\int\varepsilon E_1^2\,dV$, and

$$G=G_0+U_{\rm self}-\int\mathbf P\cdot\mathbf E_0\,dV,\qquad U_{\rm self}=\tfrac12\int\varepsilon E_1^2\,dV=-\tfrac12\int\mathbf P\cdot\mathbf E_1\,dV .$$

The field in the coupling term is $\mathbf E_0$: the field that the electrodes would produce inside the region if its spontaneous polarization were absent. If $\varepsilon$ is the same inside and outside, and the electrodes are parallel plates, $\mathbf E_0$ is uniform and equals voltage divided by thickness. The coupling is then $-PL^3E\cos\theta$, with no further local-field factor. A finite-difference solution of the Poisson problem, with $\mathbf P$ reversed between two runs, gives a coupling of $1.000000\,kT$ at $E^*$. For a cube of half the edge in the same field it gives $0.125000\,kT$, as the volume requires.

**The self-energy.** It remains to see whether $U_{\rm self}$ favours a direction. For a region far from the electrodes and in a uniform background, the potential of its bound charges is

$$\varphi_1=-\frac{1}{\varepsilon}\,\mathbf P\cdot\nabla\psi,\qquad \psi(\mathbf r)=\int_{\rm region}\frac{d^3r'}{4\pi|\mathbf r-\mathbf r'|},$$

with $\nabla^2\psi=-1$ inside the region. Let $\langle\ \rangle$ denote the average over the region. The mean self-field is then

$$\langle E_{1,i}\rangle=-\frac1\varepsilon\sum_jN_{ij}P_j,\qquad N_{ij}=-\langle\partial_i\partial_j\psi\rangle,\qquad \sum_iN_{ii}=1 .$$

Cubic symmetry permits no tensor of this kind except a multiple of the unit tensor, and the trace fixes $N_{ij}=\delta_{ij}/3$. Hence

$$U_{\rm self}=\frac{P^2L^3}{6\varepsilon},$$

whatever the direction of $\mathbf P$. For a background relative permittivity of 1000, chosen as a round model value, this is $2.12\times10^{-19}$ J, or $51\,kT$. Since $U_{\rm self}=\tfrac12p\,|\langle\mathbf E_1\rangle|$, the mean self-field is $2\times51\approx100$ times $E^*$. That is about 11 MV/m, a field at which the permittivity of a highly polarizable material can already depend on the field, so the linear background is a model assumption. Within the model, the small applied field can still orient the moment of an exact cube, because the large self-energy does not change as the moment turns.

This depends strongly on the shape. Evaluating $N_{ij}$ for a slightly elongated cube shows that making one edge 2 % longer already gives a difference of about $kT$ between the axes, and making it 0.4 nm longer gives about $4\,kT$. The free rotor of part 3 is thus an idealization. It requires a nearly perfect cube and also a crystal anisotropy well below $kT$ per region, that is, well below $kT/L^3\approx3.3\times10^4$ J/m$^3$. In a ferroelectric crystal the anisotropy can be larger, and the moment then keeps close to a few crystal directions. For a block with edges in the ratio 1:1:2, a calculation in a periodic box gives a self-energy along the long axis that is 0.48 times that along a short axis. The scale of the difference follows from the trace rule. The self-energies for the three axes add up to $P^2V/(2\varepsilon)$, which for a block of twice the cube's volume is $6\times51\,kT\approx306\,kT$. The ratio from the periodic box serves as an estimate for the isolated block. Dividing the sum in the ratio $1:1:0.48$ then gives about $120\,kT$ for each short axis and $60\,kT$ for the long one. This block thus prefers its long axis by roughly $60\,kT$, and the applied field $E^*$ cannot turn it sideways. In equilibrium it would shift the balance between the two senses along that axis. A moment of fixed magnitude, however, must cross the barrier of roughly $60\,kT$ to reverse, and thermal motion does not achieve this in any practical time.

**What the given polarization means.** The value $P=0.3$ C/m$^2$ has been read as the spontaneous part. The self-field $-\mathbf P/(3\varepsilon)$ also induces a linear polarization $(\varepsilon-\varepsilon_0)\langle\mathbf E_1\rangle\approx-\mathbf P/3$ in the cube, so the mean total polarization there is about $2P/3$. If 0.3 C/m$^2$ were instead this total, the spontaneous part would be 0.45 C/m$^2$ and the field would fall to about 0.074 MV/m. The order of magnitude is unaffected.

### 3. Alignment at the field found

**Free rotor.** Let $c=\cos\theta$ and $x=pE/kT$. Equal solid angles correspond to equal intervals of $c$, so the orientational partition function is, up to a constant factor,

$$Z=\int_{-1}^{1}e^{xc}\,dc=\frac{e^{x}-e^{-x}}{x}=\frac{2\sinh x}{x}.$$

Differentiating $\ln Z$ with respect to $x$ brings down one factor of $c$:

$$\langle c\rangle=\frac{d\ln Z}{dx}=\coth x-\frac1x .$$

At $E^*$, where $x=1$, this is 0.313. The moment is on average less than one third aligned.

Two limits show the behaviour on either side. For small $x$, $\coth x=1/x+x/3+\dots$, so $\langle c\rangle\approx x/3$ and the response is linear in the field. For large $x$, $\coth x\to1$ and $\langle c\rangle\approx1-1/x$. Saturation is slow: 90 % alignment needs $x\approx10$, or about 1.1 MV/m. Half alignment occurs at $x=1.797$, which corresponds to 0.20 MV/m.

**Two directions.** If the moment can point only along or against the field, the Boltzmann weights are $e^{x}$ and $e^{-x}$, and

$$\langle c\rangle=\frac{e^x-e^{-x}}{e^x+e^{-x}}=\tanh x .$$

At $x=1$ this is 0.762. The populations have the ratio $e^{2}=7.39$, where the exponent 2 reflects the energy difference $2pE$. The alignment is larger than for the free rotor because the sideways directions, which are numerous and contribute little to $\langle c\rangle$, are excluded. A crystal that favours a few directions need not behave this way. With six equally favoured directions along the cube edges and the field along one of them, four directions are sideways and have weight 1, so $\langle c\rangle=\sinh x/(\cosh x+2)$. At $x=1$ this is 0.332, close to the free rotor.

Both functions are smooth at $x=1$. In this model $E^*$ sets the field scale of the orientation. At $E^*$ the moment with two directions is already strongly aligned, while the free rotor is still only about 6 % below its linear response $x/3$. The field $E^*$ is not a coercive field and not a threshold. Both averages also assume thermal equilibrium. If a barrier separates the orientations, the region must have time to cross it during the measurement, and $E^*$ says nothing about that time.

The estimate loses accuracy when neighbouring regions are coupled by energies comparable with $kT$, and it fails when the coupling is several times larger, since the regions then no longer respond one by one. Two regions in line at centre distance $r$ have a dipole coupling of magnitude $2p^2/(4\pi\varepsilon r^3)$. For a relative permittivity of 1000 this equals $kT$ at $r\approx18$ nm, so the estimate applies only to regions at least several edge lengths apart.

Static random fields also lower the alignment, because the applied field must compete with them as well as with thermal motion. If each component of the random field has a Gaussian distribution with standard deviation $E^*$, each moment follows the sum of the applied and the random field. Averaged over the distribution, the alignment of the free rotor along the applied field $E^*$ falls from 0.31 to 0.25. With a standard deviation of $5E^*$ it falls to 0.09, and $E^*$ is then no longer the relevant scale.

## Variation 1: from one lattice cell to a larger region

*The lattice cell has an edge of 0.4 nm. What field would orient a single cell with the same polarization, and what field would orient a region with an edge of 10 nm?*

The field scales as the inverse volume. The 5 nm cube contains

$$\left(\frac{5}{0.4}\right)^3\approx1953\ \text{cells},$$

so one independent cell would need $1953\times0.1105\approx216$ MV/m. Doubling the edge to 10 nm multiplies the moment by 8 and lowers the field to $0.1105/8\approx0.014$ MV/m.

The factor of about 2000 between the cell and the 5 nm region comes from the assumption that all cells in the region turn together. Their energies in the field add, while the thermal energy available to the common orientation remains of order $kT$. If the region broke up into $n$ equal parts that turned independently, each part would need a field $n$ times larger. The estimate for a single cell is formal: at 216 MV/m a rigid polarization and a linear background are doubtful assumptions.

## Variation 2: a region less polarizable than its host

*The background permittivity inside the region is half that of the host. How does the field change?*

By part 2, the coupling contains the field inside the region when $\mathbf P=0$. This is no longer the applied field $E$. A sphere of radius $R$ gives a simple estimate. Let the permittivities be $\varepsilon_i$ inside and $\varepsilon_h$ in the host, and try the potentials

$$\varphi_{\rm in}=-A\,r\cos\theta,\qquad \varphi_{\rm out}=-\left(Er-\frac{B}{r^2}\right)\cos\theta .$$

Continuity of the potential at $r=R$ gives $A=E-B/R^3$. Continuity of the normal displacement gives $\varepsilon_iA=\varepsilon_h(E+2B/R^3)$. Substituting $B/R^3=E-A$,

$$\varepsilon_iA=\varepsilon_h(3E-2A)\quad\Longrightarrow\quad A=\frac{3\varepsilon_h}{\varepsilon_i+2\varepsilon_h}\,E .$$

For $\varepsilon_i=\varepsilon_h$ this returns $A=E$, as it must. For $\varepsilon_i=\varepsilon_h/2$ it gives $A=3E/2.5=1.2E$. A coarse-grid solution for the cube also gives a factor of 1.2 to two figures; a converged solution for an isolated cube gives 1.21, which corresponds to 0.091 MV/m. With the sphere factor, the applied field needed is

$$\frac{0.1105}{1.2}\approx0.092\ \text{MV/m}.$$

The correction is smaller than the effect of a 1 nm change in the edge. In the opposite limit, $\varepsilon_i\gg\varepsilon_h$, the sphere formula gives $A\approx3\varepsilon_hE/\varepsilon_i$. The region then screens the applied field from its own spontaneous moment, and the required field grows in proportion to $\varepsilon_i/\varepsilon_h$.

The main computed values are listed in the numerical output below.

## Computed values

```
Edge of nanoregion: 5.0 nm
Polarization: 0.30 C/m^2
Temperature: 300 K
Background relative permittivity: 1000
Volume: 1.250e-25 m^3
Dipole moment: 3.750e-26 C m
Boltzmann constant: 1.380649e-23 J/K
Thermal energy kT: 4.142e-21 J
Thermal energy kT, converted: 25.85 meV
Field E*: 0.1105 MV/m
Field E*, converted: 1.105 kV/cm
Face charge: 7.50e-18 C
Face charge / elementary charge: 46.8
Voltage drop across region at E*: 0.552 mV
E* for edge 4 nm: 0.2157 MV/m
E* for edge 6 nm: 0.0639 MV/m
E* for edge 10 nm: 0.0138 MV/m
Lattice cell edge: 0.4 nm
Cells in the region: 1953
E* for a single cell: 216 MV/m
Poisson coupling energy at E* / kT: 1.000000
Same, cube of half the edge: 0.125000
Same, region permittivity half the host's (coarse grid): 1.2
Self-energy of isolated cube: 2.12e-19 J
Self-energy / kT: 51
Self-energy ratio, 1:1:2 block (periodic box), long/short axis: 0.48
Free-rotor alignment at E*: 0.3130
Two-state alignment at E*: 0.7616
Two-state population ratio at E*: 7.39
pE/kT for half alignment of free rotor: 1.797
Field for half alignment: 0.198 MV/m
```
